\section*{Numerov Phase Shifts: Separating Step Error from Matching-Radius Error}

\section{Which parameter should be refined?}

A table of elastic cross sections for a plasma model requires a phase shift for each partial wave and energy. When a phase is not accurate enough, one must decide whether to halve the radial step $h$ or to move the matching radius $R$ outward. The wrong choice can increase the error. In the s-wave example below, with $h=0.1$ and $R=20$ bohr, the step error is $+3.6\times10^{-5}$ rad and the matching-radius error is $-2.18\times10^{-4}$ rad. Halving $h$ removes most of the smaller, compensating error and takes the total from $-1.81\times10^{-4}$ to $-2.15\times10^{-4}$ rad.

Let $\delta(h,R)$ be the computed phase, $\delta(0,R)$ its limit for $h\to0$ at fixed $R$, and $\delta_\infty$ the phase for the full potential. Then
\begin{equation}
\delta(h,R)-\delta_\infty=
[\delta(h,R)-\delta(0,R)]+[\delta(0,R)-\delta_\infty].
\label{split}
\end{equation}
The first bracket is the step error and the second the radius error. The second does not depend on $h$, but the first does depend on $R$.

\section{Model and matching}

We use atomic units and a local, spherical model potential $V$. Exchange, inelastic channels and spin--orbit coupling are left out. With $U=2V$,
\begin{align}
u''&=g\,u,\qquad g=\frac{l(l+1)}{r^2}+U-k^2,\label{radial}\\
U&=-\frac{2Z}{r}e^{-r/a}-\frac{\alpha}{(r^2+d^2)^2}.
\end{align}
The first term of $U$ is a screened nuclear attraction. The second is a polarization attraction, cut off inside $r\sim d$.

Let $J(x)=xj_l(x)$ and $Y(x)=xy_l(x)$, with $x=kr$. Both solve the radial equation with $U=0$. Primes on $J,Y$ mean $d/dx$; primes on $u$ mean $d/dr$. Since the free equation has no first-derivative term, $JY'-J'Y$ is constant. At large $x$, $J\to\sin(x-l\pi/2)$ and $Y\to-\cos(x-l\pi/2)$, so the constant is $\sin^2+\cos^2=1$.

At $R$ we write
\begin{equation}
u=NF,\qquad F=\cos\delta\,J-\sin\delta\,Y,
\end{equation}
which tends to $N\sin(kr-l\pi/2+\delta)$. The derivative is $u'=kN(\cos\delta\,J'-\sin\delta\,Y')$. Forming two combinations and using the Wronskian gives
\begin{align}
A&\equiv J'u-\frac{Ju'}{k}=N\sin\delta\,(JY'-J'Y)=N\sin\delta,\label{A}\\
B&\equiv Y'u-\frac{Yu'}{k}=N\cos\delta\,(JY'-J'Y)=N\cos\delta.\label{B}
\end{align}
Hence $\tan\delta=A/B$ and $N^2=A^2+B^2$. The phase is defined modulo $\pi$, because changing the sign of $u$ changes nothing physical. Differences of phases are reduced to the interval around zero.

\section{Numerov integration}

\subsection{Starting values}

At the origin $g$ is singular although $gu$ is finite. The recursion is therefore started at $h$ and $2h$ from
\begin{equation}
u=\sum_{n\ge0}c_nr^{n+l+1},\qquad
r^2g=l(l+1)+\sum_{m\ge1}q_mr^m,\qquad c_0=1.
\end{equation}
In $r^2u''=(r^2g)u$, the coefficient of $r^{n+l+1}$ on the left is $(n+l+1)(n+l)c_n$. Moving $l(l+1)c_n$ to the left gives
\begin{equation}
n(n+2l+1)c_n=\sum_{m=1}^{n}q_mc_{n-m}.
\end{equation}
The $q_m$ follow by expanding, for $r<d$,
\begin{equation}
\begin{split}
\sum_m q_mr^m={}&-2Z\sum_{j\ge0}\frac{(-1)^jr^{j+1}}{a^jj!}-k^2r^2\\
&-\alpha\sum_{i\ge0}\frac{(-1)^i(i+1)r^{2i+2}}{d^{2i+4}}.
\end{split}
\end{equation}
For example, $q_1=-2Z$ and $c_1=-Z/(l+1)$.

\subsection{Recursion and derivative}

Subscripts $\pm$ denote $r\pm h$. Taylor expansion gives
\begin{equation}
u_+-2u+u_-=h^2u''+\frac{h^4}{12}u^{(4)}+\frac{h^6}{360}u^{(6)}+O(h^8).
\end{equation}
Since $gu=u''$, we also have
\begin{equation}
\frac{h^2}{12}[(gu)_++10gu+(gu)_-]
=h^2u''+\frac{h^4}{12}u^{(4)}+\frac{h^6}{144}u^{(6)}+O(h^8).
\end{equation}
The difference of the two lines is $-h^6u^{(6)}/240$, because $1/360-1/144=-1/240$. Dropping it and setting $T=h^2g/12$ yields
\begin{equation}
(1-T_+)u_+=(2+10T)u-(1-T_-)u_-.
\label{numerov}
\end{equation}

Matching needs a derivative of the same order. The expansions
\begin{align}
\frac{u_+-u_-}{2h}&=u'+\frac{h^2}{6}u'''+\frac{h^4}{120}u^{(5)}+\cdots,\\
\frac{h}{12}[(gu)_+-(gu)_-]&=\frac{h^2}{6}u'''+\frac{h^4}{36}u^{(5)}+\cdots
\end{align}
give, on subtraction,
\begin{equation}
\frac{u_+-u_-}{2h}-\frac{h}{12}[(gu)_+-(gu)_-]
=u'-\frac{7h^4}{360}u^{(5)}+\cdots.
\label{derivative}
\end{equation}
The left side is the derivative used at $R$. It requires one grid point beyond $R$.

\section{The step error at fixed radius}

Let $e=u_h-u$ be the difference between the Numerov and true solutions. Divided by $h^2$, the Numerov difference expression vanishes for $u_h$ and equals $-h^4u^{(6)}/240$ for $u$. For $e$ it therefore equals $+h^4u^{(6)}/240$. To leading order the difference operator may be replaced by the differential one:
\begin{equation}
e''-ge=\frac{h^4}{240}u^{(6)}.
\end{equation}
This replacement is poor at the first few grid points. Their share of the step error vanishes as $h\to0$, because $u\sim r^{l+1}$ there, but for $l=0$ and 1 it can be large at a coarse step. The result below is therefore a small-step estimate. The series start makes $e$ negligible at the inner end. Multiplying by $u$ and using $u''=gu$,
\begin{equation}
(ue'-u'e)'=ue''-u''e=\frac{h^4}{240}uu^{(6)}.
\end{equation}
Integration to $R$, with the derivative error \eqref{derivative} added to $e'$, gives
\begin{equation}
W=h^4\left[\frac1{240}\int_0^R uu^{(6)}dr-\frac7{360}uu^{(5)}\Big|_R\right].
\end{equation}

Here $W$ is the Wronskian of the true pair $(u,u')$ and the computed pair at $R$. If their phases are $\delta$ and $\delta+\Delta_h$, expansion in $J,Y$ gives
\begin{equation}
W=kN^2[\sin\delta\cos(\delta+\Delta_h)-\cos\delta\sin(\delta+\Delta_h)]
=-kN^2\sin\Delta_h,
\label{wr}
\end{equation}
where the change of amplitude is of higher order. Thus
\begin{equation}
\Delta_h\simeq-\frac{h^4}{kN^2}
\left[\frac1{240}\int_0^Ruu^{(6)}dr-\frac7{360}uu^{(5)}\Big|_R\right].
\label{step}
\end{equation}
Since $u^{(6)}=(gu)^{(4)}$ and $u^{(5)}=(gu)'''$, finite differences of $gu$ turn \eqref{step} into an error estimate from one run.

Two runs give another estimate. If $\delta(h,R)=\delta(0,R)+Ch^4$, then $\delta(h,R)-\delta(h/2,R)=\frac{15}{16}Ch^4$, so
\begin{align}
Ch^4&=\tfrac{16}{15}[\delta(h,R)-\delta(h/2,R)],\\
\delta(0,R)&\simeq\delta(h/2,R)+\tfrac1{15}[\delta(h/2,R)-\delta(h,R)].
\label{rich}
\end{align}

\subsection{Why the step error grows with radius}

Outside the potential, at large $kr$, a wave $e^{i\kappa r}$ obeys \eqref{numerov} with $T=-y/12$, $y=(kh)^2$. Therefore
\begin{equation}
\cos\kappa h=\frac{1-5y/12}{1+y/12}
=1-\frac y2+\frac{y^2}{24}-\frac{y^3}{288}+\cdots.
\end{equation}
The cosine of the true phase advance $kh=\sqrt y$ has $-y^3/720$ as its $y^3$ term, so to leading order the right side is lower by $y^3/480$. A small extra advance $\epsilon$ lowers the cosine by $\epsilon\sqrt y$. Thus $\epsilon=y^{5/2}/480$, and
\begin{equation}
\kappa\simeq k\left[1+\frac{(kh)^4}{480}\right],\qquad
\left\langle\frac{d\Delta_h}{dR}\right\rangle\simeq\frac{k^5h^4}{480}.
\label{growth}
\end{equation}
Equation \eqref{step} gives the same mean slope: in the free region $u^{(6)}=-k^6u$, and $u^2$ averages to $N^2/2$. This law gives the growth, not the whole step error, which also contains a contribution from the inner potential.

\section{The matching-radius error}

Now let $h\to0$ and regard $A$ and $B$ as functions of $R$. Differentiating \eqref{A}, the terms $J'u'$ cancel. The free equation for $J$ and \eqref{radial} for $u$ differ by $U$, so
\begin{equation}
\frac{dA}{dR}=-\frac{U}{k}Ju,\qquad \frac{dB}{dR}=-\frac{U}{k}Yu.
\end{equation}
From $\tan\delta=A/B$,
\begin{equation}
\frac{d\delta}{dR}=\frac{BA'-AB'}{N^2}
=-\frac{Uu}{kN^2}(BJ-AY)=-\frac UkF^2,
\end{equation}
because $BJ-AY=NF=u$. Integration gives the missing phase
\begin{equation}
\delta_\infty-\delta(0,R)=-\frac1k\int_R^\infty U(r)F^2(r)\,dr,
\label{tail}
\end{equation}
where $F$ contains the running phase $\delta(0,r)$. Replacing it by $\delta(0,R)$ makes the integral computable from the matched phase; the error is of second order in the strength of the tail. For $kR\gg1$ it is no larger than about the square of the missing phase. Near threshold it is much larger than that square: for an s wave with $kR\ll1$ and $R$ well above the scattering length, it is a fraction of about $\alpha/(3R^2)$ of the missing phase, roughly 1\% for the model below at $R=20$ bohr. An attractive tail has $U<0$, so matching too early gives too small a phase.

For $kR\gg1$ and $R\gg d$, with the screened term negligible, $U\simeq-\alpha/r^4$ and $F^2\simeq\frac12(1-\cos2\theta)$, where $\theta=kr-l\pi/2+\delta$. The constant part gives
\begin{equation}
\delta_\infty-\delta(0,R)\simeq\frac{\alpha}{2k}\int_R^\infty\frac{dr}{r^4}
=\frac{\alpha}{6kR^3}.
\label{law}
\end{equation}
One integration by parts of the cosine term adds $\alpha\sin2\theta_R/(4k^2R^4)$. Relative to \eqref{law} this is $3\sin2\theta_R/(2kR)$, so the approach to the cubic law oscillates.

\subsection{Other limits}

At low energy the condition $kR\gg1$ can fail. For an s wave with $kR\ll1$ and $\delta\simeq-kb$, where $b$ is the scattering length found at $R$, $F\simeq k(r-b)$ over the part of the tail that matters. To first order,
\begin{equation}
\delta_\infty-\delta(0,R)\simeq k\alpha\int_R^\infty\frac{(r-b)^2}{r^4}dr
=k\alpha\left(\frac1R-\frac b{R^2}+\frac{b^2}{3R^3}\right).
\end{equation}
The next term in $k$ is $-\pi\alpha k^2/3$, of relative size about $\pi kR/3$, so the formula is already some 20\% too large at $kR=0.2$. For $R\gg|b|$ the scattering length is in error by about $\alpha/R$, which falls much more slowly than $R^{-3}$. A radius adequate at several electronvolts need not be adequate near threshold.

If $\alpha=0$, then $F^2\le1$ for the s wave and \eqref{tail} is bounded by $(2Za/kR)e^{-R/a}$. If instead the target is an ion, $U\sim-2q/r$ and the mean of $d\delta/dR$ is $q/(kR)$. Its integral grows logarithmically, so free-wave matching has no limit and Coulomb functions are needed.

\section{Matching values at neighbouring points}

One can avoid the derivative by fitting a free wave $v$ to $u$ at $R$ and $R-h$. Expanding both functions about $R$ and equating their values at $R-h$ gives
\begin{equation}
v'-u'\simeq\frac h2(v''-u'')=-\frac h2Uu,
\end{equation}
since $v=u$ at $R$ and $v$ obeys the equation without $U$. The Wronskian $uv'-u'v$ is then $-hUu^2/2$, and by \eqref{wr} the phase changes by
\begin{equation}
\Delta_{\rm pair}\simeq\frac{hU}{2k}F^2
=-\frac h2\frac{d\delta}{dR}\simeq\delta(0,R-h/2)-\delta(0,R).
\end{equation}
The fitted phase belongs to the midpoint. In a nonzero tail this is an $O(h)$ shift: a radius effect that looks like a step error and spoils the fourth-order extrapolation.

\section{Procedure}

\begin{enumerate}
\item Choose $R$ where the short-range potential is negligible and the missing phase is small. Use \eqref{law} as a guide if $kR\gg1$.
\item Integrate with $h$ and $h/2$, and match both runs at the same $R$ with \eqref{derivative}.
\item Extrapolate with \eqref{rich}. The difference of the runs measures the step error alone.
\item Evaluate \eqref{tail} with the extrapolated phase held fixed, and add it.
\item Repeat at a larger $R$. The corrected phase should remain unchanged within the target error.
\end{enumerate}

Without the tail correction, a larger $R$ is not always better at fixed $h$. Adding the magnitudes of \eqref{law} and of the growing part of the step error, and setting the derivative with respect to $R$ to zero, gives
\begin{equation}
\frac{k^5h^4}{480}=\frac{\alpha}{2kR^4},\qquad
R=\frac{(240\alpha)^{1/4}}{k^{3/2}h}.
\end{equation}
Beyond this radius the sum of magnitudes grows again. This is not the radius of smallest actual error, because the two parts have opposite signs for an attractive tail. In the example below the formula gives 70 bohr at $h=0.1$ bohr, while the total s-wave error changes sign near 35 bohr and is $+4\times10^{-5}$ rad at 70 bohr.

\section{Worked example}

Take $Z=2$, $a=1$ bohr, $\alpha=10$ bohr$^3$, $d=2$ bohr and $k=1$ bohr$^{-1}$, an energy of 13.6 eV. These are round model parameters, not a named atom. The reference is an adaptive Runge--Kutta solution with its own starting expansion, matched at 1000 bohr. By \eqref{law} it still misses $10/(6\times10^9)=1.7\times10^{-9}$ rad.

\subsection{Step errors}

At $R=20$ bohr the step errors, in rad, are:
\begin{center}
\begin{tabular}{cccc}
$h$ (bohr) & $l=0$ & $l=1$ & $l=2$\\
0.1 & $3.63\times10^{-5}$ & $-9.69\times10^{-7}$ & $3.11\times10^{-6}$\\
0.05 & $2.64\times10^{-6}$ & $-6.66\times10^{-8}$ & $1.94\times10^{-7}$\\
0.025 & $1.73\times10^{-7}$ & $-4.23\times10^{-9}$ & $1.21\times10^{-8}$
\end{tabular}
\end{center}
For $l=0$ successive ratios are 13.7 and 15.3, approaching the value 16 of a fourth-order error. For $l=2$ both are 16.0. At $h=0.025$ bohr the one-run estimate \eqref{step} differs from the measured error by about 1\% for $l=0$ and 2\% for $l=1$.

The p wave shows why \eqref{growth} must not be read as the whole error. At $h=0.1$ bohr, free propagation over 20 bohr would give $20\times10^{-4}/480=4.2\times10^{-6}$ rad, whereas the actual error is $-1.0\times10^{-6}$ rad. The remaining contributions must sum to $-5.1\times10^{-6}$ rad. The growth itself was tested for the s wave between 20 and 80 bohr: the fitted slope is $2.081\times10^{-7}$ rad/bohr, against $2.083\times10^{-7}$ from \eqref{growth}.

\subsection{Radius errors and cancellation}

For the s wave the missing phases at $R=10$, 20 and 40 bohr are $1.52\times10^{-3}$, $2.18\times10^{-4}$ and $2.59\times10^{-5}$ rad. At 20 bohr, \eqref{law} gives $10/(6\times8000)=2.08\times10^{-4}$ rad, 4\% below the actual value and within the oscillation amplitude $3/(2kR)=7.5\%$. The tail integral reproduces the missing phase to better than $10^{-8}$ rad there.

At $h=0.1$ bohr, the total s-wave error nearly vanishes at $R=34.8$ bohr:
\begin{equation}
3.76\times10^{-5}-3.77\times10^{-5}\simeq-1\times10^{-7}\ \text{rad}.
\end{equation}
The step part comes from two runs and the radius part from subtracting it from the total. The two-run estimate is good to about 1\% for these steps: at 20 bohr it gives $\frac{16}{15}(3.628-0.264)\times10^{-5}=3.59\times10^{-5}$ rad, against the measured $3.63\times10^{-5}$ rad. An error of this size would shift the two parts by about $4\times10^{-7}$ rad in opposite directions. The total is unaffected, because it is found directly by comparison with the reference phase. Neither part is small on the scale of their sum. Halving $h$ here would remove most of the positive part and expose an error of about $-3.5\times10^{-5}$ rad.

Neighbouring-point matching at $R=8.3$ bohr shifts the s-wave phase by $-9.7$, $-4.8$ and $-2.4\times10^{-5}$ rad for the three steps. The shift halves with $h$, as derived.

\subsection{Corrected phases and cross sections}

For the s wave at $R=20$ bohr, extrapolation from $h=0.05$ and 0.025 bohr leaves a step error of
\begin{equation}
1.727\times10^{-7}-\frac{2.640\times10^{-6}-1.727\times10^{-7}}{15}
\simeq8\times10^{-9}\ \text{rad}.
\end{equation}
With the tail added, the phase differs from the reference by $1.1\times10^{-8}$ rad. For $l=1$ and 2 the difference is $3\times10^{-9}$ rad, about half of it due to the finite radius of the reference. These figures measure numerical accuracy within the model, not the accuracy of the model.

The partial cross section and its first-order error are
\begin{equation}
\sigma_l=\frac{4\pi(2l+1)}{k^2}\sin^2\delta_l,\qquad
\frac{\Delta\sigma_l}{\sigma_l}\simeq2\cot\delta_l\,\Delta\delta_l.
\end{equation}
The corrected phases $-0.654$, 0.964 and 0.291 rad give 4.65, 25.5 and 5.19 bohr$^2$, or 1.30, 7.13 and $1.45\times10^{-20}$ m$^2$. Their sum is not the total elastic cross section, since higher partial waves are omitted. Matching at 10 bohr without a tail correction changes them by $+0.018$, $-0.056$ and $-0.063$ bohr$^2$, or $+0.4\%$, $-0.2\%$ and $-1.2\%$. The d wave has the largest relative error mainly because its phase is small and $\cot\delta_2$ is large. A phase tolerance should therefore be set from the tolerance on the cross section, separately for each partial wave. The numerical output gives the remaining digits.

\section*{Calculated quantities}
\begin{verbatim}
Z = 2, a = 1 bohr, alpha = 10 bohr^3, d = 2 bohr
k = 1 bohr^-1, electron energy = 13.6057 eV
l=0: reference phase (R=1000 bohr) = -0.65357067 rad
  step errors, R=20 bohr, h=0.1/0.05/0.025 bohr: 3.628e-05 2.640e-06 1.727e-07 rad
  one-run step estimate, h=0.025 bohr: 1.743e-07 rad
  R=10 bohr: missing phase 1.5193e-03, tail integral 1.5194e-03, R^-3 law 1.6667e-03 rad
  R=20 bohr: missing phase 2.1772e-04, tail integral 2.1773e-04, R^-3 law 2.0833e-04 rad
  R=40 bohr: missing phase 2.5862e-05, tail integral 2.5864e-05, R^-3 law 2.6042e-05 rad
  corrected phase -0.65357065 rad, difference from reference 1.1e-08 rad
  partial cross section 4.645718 bohr^2 = 1.300934 x 10^-20 m^2
  cross-section error at R=10 bohr: direct 1.844e-02, linear 1.843e-02 bohr^2
l=1: reference phase (R=1000 bohr) = 0.96432729 rad
  step errors, R=20 bohr, h=0.1/0.05/0.025 bohr: -9.688e-07 -6.659e-08 -4.227e-09 rad
  one-run step estimate, h=0.025 bohr: -4.293e-09 rad
  R=10 bohr: missing phase 1.5933e-03, tail integral 1.5934e-03, R^-3 law 1.6667e-03 rad
  R=20 bohr: missing phase 2.1971e-04, tail integral 2.1971e-04, R^-3 law 2.0833e-04 rad
  R=40 bohr: missing phase 2.5734e-05, tail integral 2.5736e-05, R^-3 law 2.6042e-05 rad
  corrected phase 0.96432729 rad, difference from reference 3.2e-09 rad
  partial cross section 25.451970 bohr^2 = 7.127278 x 10^-20 m^2
  cross-section error at R=10 bohr: direct -5.629e-02, linear -5.626e-02 bohr^2
l=2: reference phase (R=1000 bohr) = 0.29148045 rad
  step errors, R=20 bohr, h=0.1/0.05/0.025 bohr: 3.107e-06 1.942e-07 1.213e-08 rad
  one-run step estimate, h=0.025 bohr: 1.213e-08 rad
  R=10 bohr: missing phase 1.8331e-03, tail integral 1.8334e-03, R^-3 law 1.6667e-03 rad
  R=20 bohr: missing phase 2.0768e-04, tail integral 2.0768e-04, R^-3 law 2.0833e-04 rad
  R=40 bohr: missing phase 2.5173e-05, tail integral 2.5175e-05, R^-3 law 2.6042e-05 rad
  corrected phase 0.29148045 rad, difference from reference 3.2e-09 rad
  partial cross section 5.188769 bohr^2 = 1.453003 x 10^-20 m^2
  cross-section error at R=10 bohr: direct -6.323e-02, linear -6.340e-02 bohr^2
s-wave step-error growth, h=0.1 bohr: fitted 2.0807e-07, dispersion law 2.0833e-07 rad/bohr
s-wave cancellation, h=0.1 bohr: R = 34.8 bohr
  step part 3.761e-05, radius part -3.769e-05, total -8.477e-08 rad
adjacent-point phase minus derivative-matched phase, R=8.3 bohr:
  h=0.1/0.05/0.025 bohr: -9.704e-05 -4.811e-05 -2.399e-05 rad
\end{verbatim}
